# Abbe Imaging by FFT: Three-Beam Verification and Linear Cost in Source Points

A projection lens forms the image of a line grating in resist. The mask is lit from a range of directions, because the illuminator fills a disc in the lens pupil, and the wafer is seldom exactly in focus. How bright is the image between the lines, and how much computing does the answer take?

The simplest calculation treats the illumination as one plane wave along the axis: transform the mask, remove the diffraction orders that miss the pupil, transform back and square the modulus. Its faults show what a better scheme must contain.

## Why one transform is not enough

The model is scalar, with a thin mask that multiplies the incident field by a transmission \(t(\mathbf x)\). Lengths are measured at wafer scale, the image is in air, and resist layers and radiometric factors are left out. The wavelength is \(\lambda\) and the numerical aperture is NA.

A source point is labelled by \(\mathbf s=(s_x,s_y)\), the transverse direction cosines of its plane wave divided by NA. The pupil edge is then \(|\mathbf s|=1\), and the wave at the mask is
\[
\exp(2\pi i\,\mathbf f_s\cdot\mathbf x),\qquad \mathbf f_s=\frac{\mathrm{NA}}{\lambda}\mathbf s .
\]

An extended source sends many such waves. One might add their image fields and square at the end. Take a clear mask and two equal points at \(\pm\mathbf s\). Adding the fields with weights \(1/2\) gives \(\cos(2\pi\mathbf f_s\cdot\mathbf x)\), so the intensity would show fringes \(\cos^2(2\pi\mathbf f_s\cdot\mathbf x)\). These would require a fixed phase between the two points.

In the incoherent source assumed here, the points have independent random amplitudes \(c_s\), with time averages \(\langle c_s c_{s'}^*\rangle=w_s\delta_{ss'}\). If \(E_s\) is the image field for unit amplitude from point \(s\), then
\[
I=\Big\langle\Big|\sum_s c_sE_s\Big|^2\Big\rangle
=\sum_{s,s'}\langle c_sc_{s'}^*\rangle E_sE_{s'}^*
=\sum_s w_s|E_s|^2 .
\]
This is Abbe's method: one coherent image per source point, with intensities added. We choose \(\sum_s w_s=1\), which gives a clear mask unit intensity. All intensities below are relative to that value.

## Shift the pupil, not the array

Let the mask repeat with period \(L\) in both directions:
\[
t(\mathbf x)=\sum_{m,n}t_{mn}\,e^{2\pi i(mx+ny)/L}.
\]
Multiplication by the tilted wave moves order \((m,n)\) to the frequency \((m,n)/L+\mathbf f_s\). Dividing by \(\mathrm{NA}/\lambda\) gives its place in the pupil,
\[
\boldsymbol\rho_{mn}=\mathbf s+g(m,n),\qquad g=\frac{\lambda}{L\,\mathrm{NA}} .
\]
The lens multiplies this order by the pupil function \(P(\boldsymbol\rho_{mn})\). The common factor \(\exp(2\pi i\mathbf f_s\cdot\mathbf x)\) has unit modulus and drops out of \(|E_s|^2\), so we may use
\[
E_s(\mathbf x)=\sum_{m,n}t_{mn}P\big(\mathbf s+g(m,n)\big)e^{2\pi i(mx+ny)/L}.
\]

A tempting shortcut is to shift the spectrum by whole array elements, which restricts source points to multiples of \(g\). Consider a grating of period \(p=640\) nm with \(\lambda=200\) nm and NA = 0.45, computed in a cell \(L=p\). Then
\[
g=\frac{200}{640\times0.45}=0.6944 .
\]
A disc source of radius \(\sigma=0.25\) contains just one multiple of this spacing, the axial point. The supposedly extended source has become a coherent one.

A larger cell would supply more points, at a price. The number of allowed points in the disc is roughly
\[
S\approx\frac{\pi\sigma^2}{g^2}=\pi\sigma^2\frac{L^2\mathrm{NA}^2}{\lambda^2}.
\]
At fixed pixel size \(\Delta\), the array has \(N^2=L^2/\Delta^2\) samples, so \(N^2\) grows in proportion to \(S\). Each transform costs of order \(N^2\log N\), and the total grows as \(S^2\log S\). Linear growth is lost because source sampling has been tied to the mask grid.

The cure is to leave the spectrum in place and evaluate \(P\) at the shifted coordinates. Since \(P\) is a known function, \(\mathbf s\) can take any value, and \(S\) and \(N\) become independent choices.

## The pixels also have a spectrum

A discrete Fourier transform sees sample values, while the mask consists of finite openings. Let pixel \(j\) be centred at \(x_j=jL/N\), with width \(\Delta=L/N\). In one dimension, with \(k=2\pi m/L\), its contribution contains
\[
\int_{x_j-\Delta/2}^{x_j+\Delta/2}e^{-ikx}dx
=e^{-ikx_j}\frac{2\sin(k\Delta/2)}{k}
=\Delta\,e^{-2\pi imj/N}\operatorname{sinc}(m/N),
\]
where \(\operatorname{sinc}v=\sin(\pi v)/(\pi v)\), because \(k\Delta/2=\pi m/N\). Dividing by \(L\), summing over pixels and repeating the argument in \(y\) gives
\[
t_{mn}=\frac{D_{mn}}{N^2}\operatorname{sinc}\frac mN\operatorname{sinc}\frac nN,
\]
with \(D_{mn}\) the unnormalized forward transform. For a mask made of square pixels this is an identity. A mask whose edges fall inside pixels still has to be approximated.

Without the factor, the first order would be too large by the ratio \(1/\operatorname{sinc}(1/N)\approx1+\pi^2/(6N^2)\). For \(N=64\) the relative error is about \(4\times10^{-4}\): small, but enough to spoil a comparison at rounding accuracy.

The array must hold every order that can pass. Since \(|\boldsymbol\rho|\le1\), a passed order has \(|m|\le(1+s_{\max})/g\), where \(s_{\max}\) is the largest \(|\mathbf s|\) in the source. This bound must lie below \(N/2\). In the example it is \(1.25/0.6944=1.8\), far below 32.

## Defocus as a pupil phase

With waves travelling as \(\exp(+ik_zz)\), an order at pupil radius \(\rho\) has transverse direction cosine \(\mathrm{NA}\,\rho\), hence
\[
k_z=\frac{2\pi}{\lambda}\sqrt{1-\mathrm{NA}^2\rho^2}.
\]
The phase \(2\pi z/\lambda\) is common to all orders and can be removed. What remains is
\[
\phi(\rho)=\frac{2\pi z}{\lambda}\left(\sqrt{1-\mathrm{NA}^2\rho^2}-1\right)
\approx-\frac{\pi z\,\mathrm{NA}^2\rho^2}{\lambda},
\]
using \(\sqrt{1-v}\approx1-v/2\). The pupil function is \(P=e^{i\phi}\) for \(\rho\le1\) and zero outside. The quadratic, or paraxial, phase is used below because it permits a closed result; its error is assessed later.

The complete scheme is short. Each row of `source` holds \(s_x,s_y,w_s\).

```python
import numpy as np

def abbe(mask, L, source, z, lam, NA):
    N = mask.shape[0]
    m = np.fft.fftfreq(N, 1/N)
    c = np.sinc(m/N)
    t = np.fft.fft2(mask)/N**2 * np.outer(c, c)
    g = lam/(L*NA)
    I = np.zeros((N, N))
    for sx, sy, w in source:
        r2 = (g*m[:, None]+sx)**2 + (g*m[None, :]+sy)**2
        phase = -np.pi*z*NA**2*r2/lam
        P = np.where(r2 <= 1, np.exp(1j*phase), 0)
        E = np.fft.ifft2(t*P)*N**2
        I += w*np.abs(E)**2
    return I
```

The factor \(N^2\) after the inverse transform cancels the \(1/N^2\) in its definition, so that `E` is the Fourier sum above.

## A grating whose answer is known

Let the grating have one clear opening of width \(w\) per period, centred on \(x=0\). Its amplitudes for orders 0 and \(\pm1\) are
\[
a_0=\frac wp,\qquad
a_1=\frac1p\int_{-w/2}^{w/2}\cos\frac{2\pi x}{p}\,dx=\frac{\sin(\pi w/p)}{\pi}.
\]
The orders are spaced by \(q=\lambda/(p\,\mathrm{NA})\) along \(s_x\). Over a disc source of radius \(\sigma\), the first orders reach at most the radius \(q+\sigma\), and the second orders come no closer to the centre than \(2q-\sigma\). Exactly three beams pass for every source point if
\[
q+\sigma\le1,\qquad 2q-\sigma>1 .
\]
The first condition also keeps order 0 inside; the second also excludes all higher orders. Here the two numbers are 0.9444 and 1.1389, so both conditions hold.

In focus \(P=1\) for all three beams. With \(\theta=2\pi x/p\), every source point gives
\[
I=(a_0+2a_1\cos\theta)^2 .
\]
The source has no influence at all. This case checks the amplitudes, but it would miss an error in the placing of source points inside the disc. Defocus makes the image depend on \(s_x\). With the quadratic phase it still does not depend on \(s_y\), as the next steps show; with the full phase a weak dependence on \(s_y\) appears.

From the quadratic phase, the first orders differ from order 0 by
\[
\phi(|\mathbf s\pm q\hat{\mathbf x}|)-\phi(|\mathbf s|)
=-\frac{\pi z\mathrm{NA}^2}{\lambda}(q^2\pm2qs_x)
=-\psi\mp\beta,
\]
where inserting \(q\) gives
\[
\psi=\frac{\pi\lambda z}{p^2},\qquad \beta=\frac{2\pi z\,\mathrm{NA}\,s_x}{p}.
\]
Apart from the phase of order 0, the field is therefore
\[
E_s=a_0+a_1e^{-i\psi}\left[e^{i(\theta-\beta)}+e^{-i(\theta-\beta)}\right]
=a_0+2a_1e^{-i\psi}\cos(\theta-\beta).
\]
Its squared modulus is
\[
|E_s|^2=a_0^2+4a_0a_1\cos\psi\cos(\theta-\beta)+4a_1^2\cos^2(\theta-\beta).
\]
Using \(2\cos^2\alpha=1+\cos2\alpha\), this becomes
\[
|E_s|^2=a_0^2+2a_1^2+4a_0a_1\cos\psi\cos(\theta-\beta)+2a_1^2\cos2(\theta-\beta).
\]

Two effects are now separate. The phase \(\psi\) changes the shape of the image even for axial illumination. The phase \(\beta\) merely translates it, by \(\beta p/(2\pi)=z\,\mathrm{NA}\,s_x\), which is the sideways displacement of a slightly tilted ray over the distance \(z\). In this paraxial three-beam regime, an extended source blurs the axial defocused image by adding displaced copies.

To add them, write \(s_x=\sigma r\cos\varphi\), with \(0\le r\le1\). For any number \(\kappa\), the average over a uniform disc is
\[
\left\langle e^{i\kappa s_x/\sigma}\right\rangle
=\frac1\pi\int_0^1r\,dr\int_0^{2\pi}e^{i\kappa r\cos\varphi}d\varphi
=2\int_0^1rJ_0(\kappa r)\,dr=\frac{2J_1(\kappa)}{\kappa}.
\]
The angular integral is \(2\pi J_0(\kappa r)\), and the last step uses \(d[yJ_1(y)]/dy=yJ_0(y)\). Call the result \(\mathcal J(\kappa)\). It is real, so the average of the sine vanishes. Since \(\beta=u s_x/\sigma\) with \(u=2\pi z\,\mathrm{NA}\,\sigma/p\), we obtain
\[
\begin{aligned}
I={}&a_0^2+2a_1^2+4a_0a_1\cos\psi\,\mathcal J(u)\cos\theta\\
&+2a_1^2\mathcal J(2u)\cos2\theta .
\end{aligned}
\]

For \(z\to0\), \(\cos\psi\) and both damping factors tend to 1, and the in-focus square returns. For \(\sigma\to0\) the damping disappears but \(\cos\psi\) remains: this is the single-transform answer. For small \(u\), the series \(J_1(u)=u/2-u^3/16+\dots\) gives \(\mathcal J(u)\approx1-u^2/8\), so blurring starts quadratically in both defocus and source radius.

A special case occurs at \(\psi=\pi/2\), or \(z=p^2/(2\lambda)\), which is 1024 nm here. With the quadratic phase, the term in \(\cos\theta\) vanishes and the image repeats with half the grating period; with the full phase this holds only approximately. The two first orders still interfere with each other, but their beats with order 0 cancel.

## Reading the numbers

Take \(w=250\) nm and \(z=600\) nm. Then \(a_0=250/640=0.3906\) and \(a_1=0.2997\). The defocus parameters are
\[
\psi=\frac{\pi\times200\times600}{640^2}=0.9204,\qquad
u=\frac{2\pi\times600\times0.45\times0.25}{640}=0.6627,
\]
so that \(\cos\psi=0.6055\), \(\mathcal J(u)=0.9461\) and \(\mathcal J(2u)=0.7959\). The constant part is \(a_0^2+2a_1^2=0.3322\). The coefficients of \(\cos\theta\) and \(\cos2\theta\) are
\[
A=4a_0a_1\cos\psi\,\mathcal J(u)=0.2683,\qquad
B=2a_1^2\mathcal J(2u)=0.1430 .
\]
At the centre of the opening, \(I=0.3322+0.2683+0.1430=0.7435\). At \(x=p/2\), the centre of the dark line, \(I=0.3322-0.2683+0.1430=0.2069\). The FFT image has the same values.

At \(x=p/4\) the image is darker, 0.1892, than at the centre of the dark line. To see why, differentiate:
\[
\frac{dI}{d\theta}=-\sin\theta\,(A+4B\cos\theta).
\]
Because \(A<4B\), there are minima at \(\cos\theta=-A/(4B)=-0.469\), or \(x\approx210\) nm and its mirror position. There \(I=0.3322-B-A^2/(8B)\approx0.126\). The point \(x=p/2\) is a local maximum between them. It is present in focus too, where the amplitude \(a_0+2a_1\cos\theta\) passes through zero and reaches \(-0.209\) at \(x=p/2\), giving the intensity 0.0436.

What would a single axial transform have predicted? Setting both damping factors to 1 gives \(A=0.2836\) and \(B=0.1796\). The central intensity becomes 0.795 instead of 0.743, and the minimum about 0.097 instead of 0.126. The contrast \((I_{\max}-I_{\min})/(I_{\max}+I_{\min})\) is about 0.78 for axial illumination and 0.71 for the disc. The missing blur comes from image displacements of up to \(600\times0.45\times0.25=67.5\) nm on either side.

These figures belong to the paraxial model. The next term of the square root adds a phase \(-\pi z\mathrm{NA}^4\rho^4/(4\lambda)\), which at \(\rho=0.9444\) is about \(-0.08\) rad. With the full phase in the FFT calculation, the intensity changes by at most 0.016 of the clear-mask value on the grid. The second decimal is therefore already affected by the paraxial step. Further digits serve to compare two calculations of the same model, not to predict an exposure.

## What the comparisons establish

On the grating, the largest differences between the FFT image and the closed formulas are \(1.4\times10^{-15}\) in focus and \(7.8\times10^{-16}\) with defocus, in units of the clear-mask intensity. This is rounding error. The defocused test is sensitive to the size of the pupil phase, the source radius and the weights, but not to the sign of the phase or to errors in \(s_y\) alone that leave the same three beams inside the pupil.

A symmetric source on a line grating cannot reveal every error, such as a reversed source shift. A second test therefore uses an asymmetric two-dimensional mask, an off-axis source and the full defocus phase. Its reference calculation averages over the source first. With a single index \(a\) for each diffraction order, it forms
\[
C_{ab}=\sum_sw_sP_a(\mathbf s)P_b^*(\mathbf s),\qquad
I=\sum_{a,b}t_at_b^*C_{ab}\,e^{2\pi i(\mathbf m_a-\mathbf m_b)\cdot\mathbf x/L},
\]
where \(\mathbf m_a\) is the pair of order numbers. The \(t_a\) come from integrals over rectangles, without an FFT. The largest difference at the points compared is \(3.3\times10^{-16}\). This test responds to a reversed source shift or to a reversed defocus, but not to both together: the mask transmission is real-valued, so \(t_{-m,-n}=t_{mn}^*\), and reversing \(\mathbf s\) and \(z\) at once only conjugates the field. Both calculations share the scalar thin-mask model, so their agreement checks the algorithm and says nothing about the model's validity for a real mask.

The three-beam formula should fail when its conditions do. For \(\sigma=0.6\), the source point \(s_x=0.5\), \(s_y=0\) places order \(+1\) at 1.194, outside the pupil, while order \(-2\) enters at \(-0.889\). Even in focus, different source points now form different images. With 576 source points, the FFT result departs from the three-beam formula by up to about 0.22 of the clear-mask intensity. The Abbe sum still applies; the assumption of three beams does not.

## How many points, and at what cost

The disc must be replaced by a finite set of points. With \(\tau=|\mathbf s|^2/\sigma^2\), its normalized area element is \(d\tau\,d\varphi/(2\pi)\). This suggests Gauss points in \(\tau\) and equally spaced angles. On the defocused grating, the largest intensity error falls from \(1.5\times10^{-3}\) with 4 points to \(1.0\times10^{-5}\) with 12 and \(6.4\times10^{-8}\) with 24. With 96 points rounding error remains.

This rapid convergence relies on a smooth dependence on \(\mathbf s\): no order crosses the pupil edge anywhere in the source. When orders do cross it, \(|E_s|^2\) jumps as a function of \(\mathbf s\), and the same accuracy cannot be assumed. The number of points must then be found by refinement for the mask and source in question.

The cost follows from the loop. The mask transform is done once. Each source point then requires a pupil evaluation, a multiplication, an inverse FFT and an accumulation, all on the same \(N^2\) samples. If the one-time work takes \(T_0\) and the work per point takes \(T_1\), then
\[
T(S)=T_0+T_1S,\qquad
\frac{d\ln T}{d\ln S}=\frac{T_1S}{T_0+T_1S}.
\]
The logarithmic slope tends to 1 when the repeated work dominates. This holds for a fixed grid and a steady machine speed; \(T_1\) itself grows with the grid, its FFT part as \(N^2\log N\).

Operation counts do not guarantee measured times, so processor time was recorded on the \(64\times64\) grid, taking the best of five runs for each \(S\). It rises from 52.6 ms for 100 points to 815.6 ms for 1600, a factor of 15.5 for 16 times as many points. The time per point stays between 510 and 532 microseconds without a steady trend, and the fitted logarithmic slope is 0.996. The scatter is too large to extract \(T_0\), but it leaves the linear growth plain. The milliseconds belong to the machine used.

For the present grating, 24 points would take about \(24\times0.51\approx12\) ms at the fitted rate, with a quadrature error far below the paraxial one. More source points would buy no physical accuracy here. The full defocus phase would remove the paraxial error of the phase without additional transforms, but it would not secure the second decimal. The omitted radiometric factor and the neglect of polarization are also corrections of order \(\mathrm{NA}^2\); for this grating each changes the intensity by about 0.02 (the first for a fourfold reduction, the second for unpolarized light), comparable to the paraxial phase error. The errors of the thin-mask approximation would remain as well. The numerical output below gives the remaining values.

## Calculated quantities

```
wavelength = 200 nm
numerical aperture NA = 0.45
grating period p = 640 nm
opening w = 250 nm
grid = 64 x 64 pixels, pixel = 10 nm
source radius sigma = 0.25 (pupil radius = 1)
defocus z = 600 nm
order spacing q = 0.6944 (pupil radius = 1)
q + sigma = 0.9444, 2q - sigma = 1.1389
amplitudes a0 = 0.390625, a1 = 0.299703
psi = 0.92039 rad, cos(psi) = 0.60551
u = 0.66268, J(u) = 0.94610, J(2u) = 0.79592
intensities relative to a clear mask, from the FFT program:
x = 0 nm: focus 0.98016, defocus 0.74348
x = 160 nm: focus 0.15259, defocus 0.18925
x = 320 nm: focus 0.04359, defocus 0.20694
largest error against formula, focus = 1.4e-15
largest error against formula, defocus = 7.8e-16
largest change with full defocus phase = 0.01642
source radius 0.6, focus: largest deviation from three-beam formula = 0.224
2D mask, FFT against direct order sum: error = 3.3e-16
source quadrature: 4 points, largest error = 1.5e-03
source quadrature: 12 points, largest error = 1.0e-05
source quadrature: 24 points, largest error = 6.4e-08
source quadrature: 96 points, largest error = 7.8e-16
time for 100 source points = 52.63 ms, per point = 526.3 microseconds
time for 200 source points = 102.67 ms, per point = 513.4 microseconds
time for 400 source points = 206.44 ms, per point = 516.1 microseconds
time for 800 source points = 425.72 ms, per point = 532.2 microseconds
time for 1600 source points = 815.63 ms, per point = 509.8 microseconds
slope of log(time) against log(points) = 0.996
fitted time per added point = 510.8 microseconds
```
